# When to Trust a Climbing-Image Barrier for Ferroelectric Switching: test program

```python
"""Climbing-image elastic band on a polar/antipolar energy surface.

Result under test: the band finds the lowest pass between two polar wells, and
the pass has one negative Hessian eigenvalue. A straight band finds a hilltop.
P, A: polar and antipolar amplitudes (C/m^2). G: energy per film volume (J/m^3).
G = -a P^2/2 + b P^4/4 - c A^2/2 + d A^4/4 + g P^2 A^2/2 - field P.
The coefficient a includes depolarization by a dielectric layer in series.
"""
import numpy as np
from scipy.constants import epsilon_0, elementary_charge
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import minimize_scalar, root

a_film, b, c, d, g = 2.5e9, 1.0e10, 1.5e9, 1.0e10, 9.0e9
eps_film, eps_diel = 20.0, 20.0
t_film, t_diel, voltage = 10e-9, 1e-9, 0.5
kappa = eps_film + eps_diel * t_film / t_diel
depol = 1 / (epsilon_0 * kappa)
a = a_film - depol
field0 = eps_diel * voltage / (t_diel * kappa)
spring, step, force_tol = 5e9, 5e-11, 100.0
bow, tiny_bow = 0.01, 1e-12


def energy(P, A, field):
    return (-a*P**2/2 + b*P**4/4 - c*A**2/2 + d*A**4/4
            + g*P**2*A**2/2 - field*P)


def gradient(P, A, field):
    return np.array([-a*P + b*P**3 + g*P*A**2 - field,
                     -c*A + d*A**3 + g*P**2*A])


def hessian_fd(point, field, h=1e-3):
    """Second derivatives from energy values only."""
    P, A = point
    e0 = energy(P, A, field)
    pp = (energy(P+h, A, field) - 2*e0 + energy(P-h, A, field)) / h**2
    aa = (energy(P, A+h, field) - 2*e0 + energy(P, A-h, field)) / h**2
    pa = (energy(P+h, A+h, field) - energy(P+h, A-h, field)
          - energy(P-h, A+h, field) + energy(P-h, A-h, field)) / (4*h**2)
    return np.array([[pp, pa], [pa, aa]])


def hessian_formula(point):
    P, A = point
    return np.array([[-a + 3*b*P**2 + g*A**2, 2*g*P*A],
                     [2*g*P*A, -c + 3*d*A**2 + g*P**2]])


def relax_stationary(guess, field):
    result = root(lambda x: gradient(x[0], x[1], field)/1e9, guess, tol=1e-12)
    return result.x


def relax_well(P_guess, field):
    """Relax both modes, then remove the solver's rounding error in A."""
    well = relax_stationary([P_guess, 0.02], field)
    assert abs(well[1]) < 1e-8
    well[1] = 0.0
    assert abs(gradient(well[0], well[1], field)).max() < 1
    return well


def band_force(x, field, climb, scale=1.0):
    """Forces on interior images; second coordinate is scale*A."""
    P, A = x[:, 0], x[:, 1]/scale
    e = energy(P, A, field)
    force = -gradient(P, A, field).T[1:-1]
    force[:, 1] /= scale
    links = np.diff(x, axis=0)
    before, after = links[:-1], links[1:]
    de_next, de_prev = e[2:]-e[1:-1], e[:-2]-e[1:-1]
    high = np.maximum(abs(de_next), abs(de_prev))
    low = np.minimum(abs(de_next), abs(de_prev))
    w_after = np.where(de_next > de_prev, high, low)
    w_before = np.where(de_next > de_prev, low, high)
    rising = (de_next > 0) & (de_prev < 0)
    falling = (de_next < 0) & (de_prev > 0)
    w_after = np.where(rising, 1.0, np.where(falling, 0.0, w_after))
    w_before = np.where(rising, 0.0, np.where(falling, 1.0, w_before))
    tangent = w_after[:, None]*after + w_before[:, None]*before
    tangent /= np.sqrt((tangent**2).sum(axis=1))[:, None]
    parallel = (force*tangent).sum(axis=1)
    lengths = np.sqrt((links**2).sum(axis=1))
    pull = spring*(lengths[1:] - lengths[:-1])
    total = force + (pull - parallel)[:, None]*tangent
    top = int(np.argmax(e[1:-1]))
    if climb:
        total[top] = force[top] - 2*parallel[top]*tangent[top]
    return total, tangent, top


def find_path(start, end, field, images, bow_height, scale=1.0):
    s = np.linspace(0, 1, images)
    x = start + s[:, None]*(end - start)
    x[:, 1] += bow_height*np.sin(np.pi*s)
    x[:, 1] *= scale
    for iteration in range(60000):
        climb = iteration >= 500
        total, tangent, top = band_force(x, field, climb, scale)
        if climb and abs(total).max() < force_tol:
            break
        x[1:-1] += step*total
    else:
        raise AssertionError("elastic band did not converge")
    x[:, 1] /= scale
    return x, tangent[top], top+1, iteration


def climb_jacobian(band, top, field, h=1e-5):
    columns = []
    for axis in range(2):
        values = []
        for sign in (1, -1):
            moved = band.copy()
            moved[top, axis] += sign*h
            values.append(band_force(moved, field, True)[0][top-1])
        columns.append((values[0]-values[1])/(2*h))
    return np.array(columns).T


def descent(saddle, field, scale=1.0):
    """Steepest descent from the pass in the metric dP^2 + (scale dA)^2."""
    inverse_metric = np.array([1.0, 1/scale**2])
    values, vectors = np.linalg.eig(inverse_metric[:, None]
                                    * hessian_formula(saddle))
    unstable = vectors[:, np.argmin(values.real)].real
    unstable *= np.sign(unstable[0])
    branches = []
    for sign in (-1, 1):
        result = solve_ivp(
            lambda t, x: -inverse_metric*gradient(x[0], x[1], field)/1e9,
            (0, 80), saddle + sign*1e-4*unstable, rtol=1e-9, atol=1e-11,
            t_eval=np.linspace(0, 80, 40001))
        assert result.success
        branches.append(result.y.T)
    return branches


def real_roots(coefficients):
    roots = np.roots(coefficients)
    return np.sort(roots[abs(roots.imag) < 1e-9].real)


r, s_cubic = -a + g*c/d, b - g**2/d


def stationary_formula(field):
    polar = [np.array([P, 0.0]) for P in real_roots([b, 0, -a, -field])]
    mixed = []
    for P in real_roots([s_cubic, 0, r, -field]):
        square = (c - g*P**2)/d
        if square > 0:
            mixed += [np.array([P, np.sqrt(square)]),
                      np.array([P, -np.sqrt(square)])]
    return polar, mixed


# Electrostatic energy from its definition, after solving for layer fields.
def stack_energy(P):
    matrix = np.array([[epsilon_0*eps_film, -epsilon_0*eps_diel],
                       [t_film, t_diel]])
    e_film, e_diel = np.linalg.solve(matrix, [-P, voltage])
    D = epsilon_0*eps_diel*e_diel
    return (t_film*epsilon_0*eps_film*e_film**2/2
            + t_diel*epsilon_0*eps_diel*e_diel**2/2 - voltage*D)/t_film


for P in (-0.4, 0.1, 0.5):
    direct = stack_energy(P) - stack_energy(0.0)
    assert np.isclose(direct, depol*P**2/2 - field0*P, rtol=1e-9)

# Wells and elastic bands.
start, end = relax_well(-0.45, field0), relax_well(0.45, field0)
ridge, ridge_tangent, ridge_top, ridge_steps = find_path(
    start, end, field0, 21, 0.0)
assert np.all(ridge[:, 1] == 0)
coarse, _, coarse_top, _ = find_path(start, end, field0, 21, bow)
band, tangent, top, steps = find_path(start, end, field0, 41, bow)
escaped, _, escaped_top, _ = find_path(start, end, field0, 21, tiny_bow)
saddle, hill = band[top], ridge[ridge_top]
H, H_hill = hessian_fd(saddle, field0), hessian_fd(hill, field0)
values, vectors = np.linalg.eigh(H)
hill_values = np.linalg.eigvalsh(H_hill)
assert values[0] < 0 < values[1] and hill_values[1] < 0
for point, matrix in ((saddle, H), (hill, H_hill)):
    assert np.allclose(matrix, hessian_formula(point), rtol=1e-4, atol=2e4)
for well in (start, end):
    assert np.linalg.eigvalsh(hessian_fd(well, field0))[0] > 0

# Complete stationary set: numerical search against polynomial elimination.
polar, mixed = stationary_formula(field0)
found = []
for P in np.linspace(-0.5, 0.5, 9):
    for A in np.linspace(-0.5, 0.5, 9):
        x = relax_stationary([P, A], field0)
        if (abs(gradient(x[0], x[1], field0)).max() < 1
                and all(np.linalg.norm(x-y) > 1e-5 for y in found)):
            found.append(x)
predicted = polar + mixed
assert len(found) == len(predicted) == 5
for x in predicted:
    assert min(np.linalg.norm(x-y) for y in found) < 1e-6
indices = [int((np.linalg.eigvalsh(hessian_fd(x, field0)) < 0).sum())
           for x in found]
counts = [indices.count(i) for i in range(3)]
assert counts == [2, 2, 1]
exact_saddle = next(x for x in mixed if x[1] > 0)
assert np.linalg.norm(saddle-exact_saddle) < 2e-6
assert np.linalg.norm(coarse[coarse_top]-exact_saddle) < 2e-6
assert np.linalg.norm(hill-polar[1]) < 2e-6
# A rounding-sized bow escapes to one of the two mirror-image saddles.
assert min(np.linalg.norm(escaped[escaped_top]-x) for x in mixed) < 2e-6

# Curvature after direct minimization over A, and its determinant relation.
def relaxed_energy(P):
    return minimize_scalar(lambda A: energy(P, A, field0), bounds=(0.2, 0.5),
                           method="bounded", options={"xatol": 1e-10}).fun


h = 1e-3
relaxed_curvature = (relaxed_energy(saddle[0]+h) - 2*relaxed_energy(saddle[0])
                     + relaxed_energy(saddle[0]-h))/h**2
assert np.isclose(relaxed_curvature, r+3*s_cubic*saddle[0]**2, rtol=1e-4)
assert np.isclose(np.linalg.det(H), 2*d*saddle[1]**2*relaxed_curvature,
                  rtol=2e-4)

# Local stability of the actual climbing force.
J = climb_jacobian(band, top, field0)
J_hill = climb_jacobian(ridge, ridge_top, field0)
cosine = min(1.0, abs(tangent @ vectors[:, 0]))
angle = np.arccos(cosine)
assert np.isclose(np.linalg.det(J), -np.linalg.det(H), rtol=1e-3)
assert np.isclose(np.trace(J), -(values[1]-values[0])*np.cos(2*angle),
                  rtol=1e-3)
assert np.linalg.eigvals(J).real.max() < 0 and angle < np.pi/4
assert np.isclose(np.linalg.det(J_hill), -np.linalg.det(H_hill), rtol=1e-3)
assert np.linalg.eigvals(J_hill).real.max() > 0
# The angle limit is checked by rotating the tangent through 45 degrees.
for degrees in (40, 50):
    t = (np.cos(np.radians(degrees))*vectors[:, 0]
         + np.sin(np.radians(degrees))*vectors[:, 1])
    growth = np.linalg.eigvals(-(np.eye(2)-2*np.outer(t, t)) @ H).real.max()
    assert (growth < 0) == (degrees < 45)

# Barrier from connectivity: lowest energy level joining the two wells.
axis = np.linspace(-0.6, 0.6, 601)
grid = energy(axis[:, None], axis[None, :], field0)
nodes = [tuple(int(np.argmin(abs(axis-q))) for q in x) for x in (start, end)]
low, high = max(grid[n] for n in nodes), energy(*hill, field0)
for _ in range(35):
    level = (low+high)/2
    regions, _ = label(grid <= level)
    joined = regions[nodes[0]] > 0 and regions[nodes[0]] == regions[nodes[1]]
    low, high = (low, level) if joined else (level, high)
e_start, e_end = energy(*start, field0), energy(*end, field0)
e_saddle = energy(*saddle, field0)
barrier, reverse = e_saddle-e_start, e_saddle-e_end
flood_barrier = high-e_start
assert abs(flood_barrier-barrier) < 2e4  # finite grid spacing

# The band approaches the independently integrated descent curve.
branches = descent(saddle, field0)
assert np.linalg.norm(branches[0][-1]-start) < 1e-3
assert np.linalg.norm(branches[1][-1]-end) < 1e-3
curve = np.vstack(branches)


def deviation(path):
    return max(np.sqrt(((curve-x)**2).sum(axis=1).min()) for x in path[1:-1])


dev_coarse, dev_fine = deviation(coarse), deviation(band)
assert dev_fine < 0.8*dev_coarse and dev_fine < 5e-3
near = branches[0][np.argmin(abs(branches[0][:, 1]-0.01))]
assert abs(near[0]-start[0]) < 0.05*abs(near[1])

# Changing the metric moves the path but not the pass.
scaled, _, scaled_top, _ = find_path(start, end, field0, 21, bow, 1.5)
assert np.linalg.norm(scaled[scaled_top]-saddle) < 3e-6
other = descent(saddle, field0, 1.5)[0]
A_plain = np.interp(0.3, -branches[0][:, 0], branches[0][:, 1])
A_scaled = np.interp(0.3, -other[:, 0], other[:, 1])
assert abs(A_plain-A_scaled) > 1e-4

# Zero-voltage closed form and the response of the barrier to the field.
zero_start, zero_end = relax_well(-0.45, 0.0), relax_well(0.45, 0.0)
zero, _, zero_top, _ = find_path(zero_start, zero_end, 0.0, 21, bow)
zero_barrier = energy(*zero[zero_top], 0.0)-energy(*zero_start, 0.0)
assert g*a/b > c and g*c/d < a
assert np.isclose(zero_barrier, a**2/(4*b)-c**2/(4*d), rtol=1e-7)


def root_barrier(field):
    wells, passes = stationary_formula(field)
    return energy(*passes[0], field)-energy(*wells[0], field)


slope = (root_barrier(field0+1e5)-root_barrier(field0-1e5))/2e5
assert np.isclose(slope, -(saddle[0]-start[0]), rtol=1e-4)

print(f"film a0 = {a_film:.3e} J m/C^2; c = {c:.3e} J m/C^2")
print(f"b = {b:.3e}, d = {d:.3e}, g = {g:.3e} J m^5/C^4")
print(f"relative permittivities: film {eps_film:.0f}, dielectric {eps_diel:.0f}")
print(f"thicknesses: film {t_film:.1e} m, dielectric {t_diel:.1e} m")
print(f"voltage = {voltage:.2f} V; kappa = {kappa:.1f} (no unit)")
print(f"depolarization coefficient = {depol:.5e} J m/C^2")
print(f"stack a = {a:.5e} J m/C^2; E0 = {field0:.5e} V/m")
print(f"reduced cubic r = {r:.5e} J m/C^2")
print(f"reduced cubic s = {s_cubic:.5e} J m^5/C^4")
print(f"spring k = {spring:.1e} J m/C^2; step = {step:.1e} C^2/(J m)")
print(f"force tolerance = {force_tol:.0f} V/m; initial bow = {bow:.2f} C/m^2")
print(f"start well P = {start[0]:.6f} C/m^2; end well P = {end[0]:.6f} C/m^2")
well_H = hessian_fd(start, field0)
print(f"start G_PP = {well_H[0,0]:.4e}, G_AA = {well_H[1,1]:.4e} J m/C^2")
print(f"straight band: {len(ridge)} images, {ridge_steps} iterations")
print(f"hilltop P = {hill[0]:.6f}, A = {hill[1]:.6f} C/m^2")
print(f"hilltop eigenvalues = {hill_values[0]:.5e}, {hill_values[1]:.5e} J m/C^2")
hill_barrier = energy(*hill, field0)-e_start
print(f"false straight-path barrier = {hill_barrier:.5e} J/m^3")
print(f"bow of {tiny_bow:.0e} C/m^2 ends at |A| = "
      f"{abs(escaped[escaped_top, 1]):.6f} C/m^2")
print(f"bowed band: {len(band)} images, {steps} iterations")
print(f"saddle P = {saddle[0]:.6f}, A = {saddle[1]:.6f} C/m^2")
print(f"saddle G_PP = {H[0,0]:.5e} J m/C^2")
print(f"saddle G_PA = {H[0,1]:.5e} J m/C^2")
print(f"saddle G_AA = {H[1,1]:.5e} J m/C^2")
print(f"saddle eigenvalues = {values[0]:.5e}, {values[1]:.5e} J m/C^2")
print(f"relaxed curvature = {relaxed_curvature:.5e} J m/C^2")
print(f"tangent-to-unstable-mode angle = {np.degrees(angle):.3f} degrees")
print(f"forward barrier = {barrier:.5e} J/m^3")
print(f"reverse barrier = {reverse:.5e} J/m^3")
barrier_mev = barrier*1e-27/elementary_charge*1e3
print(f"forward barrier for 1 nm^3 film = {barrier_mev:.2f} meV")
print(f"flood-fill forward barrier = {flood_barrier:.5e} J/m^3")
print(f"zero-voltage barrier = {zero_barrier:.5e} J/m^3")
print(f"barrier slope with E0 = {slope:.6f} C/m^2")
print(f"stationary points: {counts[0]} minima, {counts[1]} saddles, {counts[2]} hilltop")
print(f"path deviation, 21 images = {dev_coarse:.3e} C/m^2")
print(f"path deviation, 41 images = {dev_fine:.3e} C/m^2")
print(f"A at P=-0.3 C/m^2, original metric = {A_plain:.6f} C/m^2")
print(f"A at P=-0.3 C/m^2, A scaled by 1.5 = {A_scaled:.6f} C/m^2")
print("image (no unit), P (C/m^2), A (C/m^2), G-Gstart (J/m^3)")
for i in sorted(set(range(0, len(band), 5)) | {top}):
    print(f"{i:2d}  {band[i,0]: .5f}  {band[i,1]: .5f}"
          f"  {energy(*band[i], field0)-e_start:.4e}")
print("tests ok")
```

Printed output:

```
film a0 = 2.500e+09 J m/C^2; c = 1.500e+09 J m/C^2
b = 1.000e+10, d = 1.000e+10, g = 9.000e+09 J m^5/C^4
relative permittivities: film 20, dielectric 20
thicknesses: film 1.0e-08 m, dielectric 1.0e-09 m
voltage = 0.50 V; kappa = 220.0 (no unit)
depolarization coefficient = 5.13368e+08 J m/C^2
stack a = 1.98663e+09 J m/C^2; E0 = 4.54545e+07 V/m
reduced cubic r = -6.36632e+08 J m/C^2
reduced cubic s = 1.90000e+09 J m^5/C^4
spring k = 5.0e+09 J m/C^2; step = 5.0e-11 C^2/(J m)
force tolerance = 100 V/m; initial bow = 0.01 C/m^2
start well P = -0.433803 C/m^2; end well P = 0.456744 C/m^2
start G_PP = 3.6589e+09, G_AA = 1.9367e+08 J m/C^2
straight band: 21 images, 1008 iterations
hilltop P = -0.022941, A = 0.000000 C/m^2
hilltop eigenvalues = -1.97084e+09, -1.49526e+09 J m/C^2
false straight-path barrier = 7.91956e+07 J/m^3
bow of 1e-12 C/m^2 ends at |A| = 0.381136 C/m^2
bowed band: 41 images, 2304 iterations
saddle P = -0.072538, A = 0.381136 C/m^2
saddle G_PP = -5.21396e+08 J m/C^2
saddle G_PA = -4.97640e+08 J m/C^2
saddle G_AA = 2.90529e+09 J m/C^2
saddle eigenvalues = -5.92203e+08, 2.97610e+09 J m/C^2
relaxed curvature = -6.06640e+08 J m/C^2
tangent-to-unstable-mode angle = 0.062 degrees
forward barrier = 2.40603e+07 J/m^3
reverse barrier = 6.45666e+07 J/m^3
forward barrier for 1 nm^3 film = 150.17 meV
flood-fill forward barrier = 2.40615e+07 J/m^3
zero-voltage barrier = 4.24177e+07 J/m^3
barrier slope with E0 = -0.361266 C/m^2
stationary points: 2 minima, 2 saddles, 1 hilltop
path deviation, 21 images = 3.263e-03 C/m^2
path deviation, 41 images = 1.675e-03 C/m^2
A at P=-0.3 C/m^2, original metric = 0.289492 C/m^2
A at P=-0.3 C/m^2, A scaled by 1.5 = 0.300395 C/m^2
image (no unit), P (C/m^2), A (C/m^2), G-Gstart (J/m^3)
 0  -0.43380   0.00000  0.0000e+00
 5  -0.40202   0.15614  2.6436e+06
10  -0.30638   0.28316  1.1194e+07
15  -0.16612   0.35912  2.1590e+07
18  -0.07254   0.38114  2.4060e+07
20  -0.00497   0.38654  2.2644e+07
25   0.16283   0.36674  7.0920e+06
30   0.31513   0.29450  -1.7122e+07
35   0.42132   0.16450  -3.4874e+07
40   0.45674   0.00000  -4.0506e+07
tests ok
```
